# Small-angle deflection of ions by a transverse field in a trench, part 2

An ion of charge $q$ and mass $m$ falls into a narrow trench with charged insulating surfaces. We want its sideways displacement at the floor and how that depends on its energy. Depth $z$ runs from the mouth at $z=0$ to the floor at $z=h$, and $x$ is lateral position. The ion enters at $(x_0,0)$, moving straight down with speed $v_0$ and kinetic energy $K=\tfrac12 mv_0^2$. The displacement $D=x_{\text{floor}}-x_0$ is positive toward $+x$.

The field $(E_x,E_z)$ is smooth and static. Collisions, magnetic forces, relativistic effects and the ion's image force are left out, and the ion is assumed to reach the floor without touching a wall.

With $s=v_0t$, $\varepsilon=q/(2K)$ and primes on path coordinates meaning $d/ds$, the equations of motion are

$$x''=\varepsilon E_x(x,z),\qquad z''=\varepsilon E_z(x,z),$$

$$x(0)=x_0,\quad x'(0)=0,\quad z(0)=0,\quad z'(0)=1 .$$

Expanding $x=x_0+\varepsilon x_1+\dots$ and $z=s+\varepsilon z_1+\dots$ gives

$$D=\varepsilon D_1+\varepsilon^2D_2+O(\varepsilon^3),\qquad D_1=\int_0^h(h-z)E_x(x_0,z)\,dz,$$

$$D_2=\int_0^h(h-s)\left[x_1\partial_xE_x+z_1\partial_zE_x\right]ds-x_1'(h)z_1(h).$$

Here $x_1''=E_x$ and $z_1''=E_z$ on the line $x=x_0$, with zero initial values and slopes, so $D_1=x_1(h)$. The leading slope at the floor is $\varepsilon x_1'(h)$. The weight $h-z$ is a lever arm: a push near the mouth acts over a longer remaining depth. For a fixed field with $D_1\neq0$, the leading displacement goes as $1/K$; this is the inverse law.

An ion entering with a small slope $\alpha$ is also displaced by $\alpha h$ along its own straight line.

The computed values at the end include a check with a uniform field, $E_x=E=9.3711$ V/µm and $E_z=0$, for $h=1.0$ µm and a singly charged ion with $K=2$ eV. There, exactly,

$$D=\frac{qEh^2}{4K},\qquad \left.\frac{dx}{dz}\right|_h=\frac{qEh}{2K}.$$

Q: A purely transverse field that varies with depth is not electrostatic. Give me a field that could exist in a charge-free trench.

A: Let the trench have width $w$, with walls at $x=\pm w/2$. The space between them must satisfy Laplace's equation. Set $k=\pi/h$ and choose

$$\phi_w=-V_w\frac{\sinh(kx)\sin(kz)}{\sinh(kw/2)} .$$

Two $x$ derivatives multiply this by $k^2$, and two $z$ derivatives multiply it by $-k^2$. The sum is zero, as required. The potential vanishes at $z=0$ and $z=h$. On the right wall it is $-V_w\sin(kz)$, and on the left wall $+V_w\sin(kz)$. For $V_w>0$ a positive ion is drawn to the right.

This is a prescribed charging pattern. I have not calculated how the surfaces acquire it. The zero potential across the whole mouth is prescribed too. At a real, open mouth some field leaks out, which changes the field near the entrance and deflects the ion before it enters, where the lever arm is longest. For the dimensions used below, with the same wall potentials and the top surface at zero potential, this raises the axial displacement by about 8%. That changes the value of $D_1$ but not the $1/K$ law. The numbers below leave it out, so their small errors test the expansion and not the realism of the field. The field of $\phi_w$ is

$$E_x=-\frac{\partial\phi_w}{\partial x}=E_0\cosh(kx)\sin(kz),\qquad E_z=-\frac{\partial\phi_w}{\partial z}=E_0\sinh(kx)\cos(kz),$$

with

$$E_0=\frac{kV_w}{\sinh(kw/2)} .$$

There is an axial field off the axis, as you demanded. On the axis $x=0$ it vanishes.

Q: Then put the ion on the axis and calculate.

A: On the axis $E_x=E_0\sin(kz)$. The first integral is

$$x_1'(s)=E_0\int_0^s\sin(kz)\,dz=\frac{E_0}{k}\left[1-\cos(ks)\right].$$

The second is

$$x_1(s)=E_0\left[\frac sk-\frac{\sin(ks)}{k^2}\right].$$

At $s=h$ we have $kh=\pi$, so $\cos(kh)=-1$ and $\sin(kh)=0$. Hence $x_1'(h)=2E_0/k=2E_0h/\pi$ and $x_1(h)=E_0h/k=E_0h^2/\pi$. Multiplying by $q/(2K)$ gives

$$\left.\frac{dx}{dz}\right|_h\simeq\frac{qE_0h}{\pi K},\qquad D\simeq\frac{qE_0h^2}{2\pi K}.$$

The displacement is half the floor slope times the depth. For a trench much narrower than it is deep, $\sinh(kw/2)\simeq kw/2$ and $E_0\simeq2V_w/w$. That is the wall-to-wall potential difference at mid-depth divided by the width.

Q: Now numbers, please.

A: Take round model values: $h=1.0$ µm, $w=0.4$ µm, $V_w=2.0$ V and a singly charged ion of mass 40 u. Then $k=3.1416$ µm$^{-1}$, $kw/2=0.6283$ and $\sinh(0.6283)=0.6705$. The field amplitude is

$$E_0=\frac{3.1416\times2.0}{0.6705}\ \text{V/µm}=9.371\ \text{V/µm}.$$

At $K=100$ eV,

$$D\simeq\frac{9.371\times1.0^2}{2\pi\times100}\ \text{µm}=0.01491\ \text{µm}=14.91\ \text{nm},$$

and the floor slope is $9.371/(100\pi)=0.0298$, or $1.71^\circ$. The flight takes 45.5 ps, so the static-field assumption requires that the surface charge change little in that time.

Q: You derived those from an expansion. What does the unexpanded motion do?

A: Integrating Newton's equations in the full two-dimensional field gives the second column below. The error is relative to the leading formula.

| $K$ (eV) | $D$, trajectory (nm) | $D$, formula (nm) | Error (%) |
|---:|---:|---:|---:|
| 10 | 151.9 | 149.1 | 1.82 |
| 25 | 59.8 | 59.7 | 0.28 |
| 50 | 29.85 | 29.83 | 0.069 |
| 100 | 14.92 | 14.91 | 0.017 |
| 200 | 7.46 | 7.46 | 0.004 |

Doubling the energy nearly halves the displacement. The departure from the inverse law is largest at the lowest energies.

At 10 eV the ion is still inside the right wall at 200 nm. The leading formula would reach that distance at $149.1\times10/200\simeq7.5$ eV. This is an estimate of where axial ions begin to strike the wall, since the formula is already losing accuracy there.

Q: Your expansion promised a relative error of order $1/K$. From 100 to 200 eV the error drops by a factor of four, not two. Is the theory wrong?

A: No, but this case has a symmetry that removes $D_2$. The wall potential is odd in $x$. Therefore $E_x(-x,z)=E_x(x,z)$ and $E_z(-x,z)=-E_z(x,z)$.

Reverse the sign of $\varepsilon$, as though the ion had the opposite charge:

$$x''=-\varepsilon E_x(x,z),\qquad z''=-\varepsilon E_z(x,z).$$

Set $X=-x$. The first equation becomes $X''=\varepsilon E_x(-X,z)=\varepsilon E_x(X,z)$. The second becomes $z''=-\varepsilon E_z(-X,z)=\varepsilon E_z(X,z)$. These are the original equations, and an ion entering at $x=0$ also has the original initial conditions. Thus

$$D(-\varepsilon)=-D(\varepsilon).$$

The expansion of $D$ contains no even powers, so $D_2=0$. The first correction to $\varepsilon D_1$ is of order $\varepsilon^3$, and its relative size falls as $1/K^2$. The calculated error ratio between 100 and 200 eV is 4.00.

Q: That symmetry looks fragile. Suppose the trench floor charges positively and slows the ion.

A: Add a second solution of Laplace's equation. With $\kappa=\pi/w$, let

$$\phi_f=V_f\cos(\kappa x)\frac{\sinh(\kappa z)}{\sinh(\kappa h)} .$$

It vanishes at the mouth and on both walls, and equals $V_f\cos(\kappa x)$ on the floor. It is even in $x$, so the previous symmetry is lost. Its lateral field is

$$E_x^{(f)}=\kappa V_f\sin(\kappa x)\frac{\sinh(\kappa z)}{\sinh(\kappa h)} .$$

This is zero on the axis, so $D_1$ for an axial ion is unchanged. For $V_f>0$ it pushes a positive ion outward once the ion has left the axis. With $V_f=5.0$ V the trajectories give:

| $K$ (eV) | $D$, trajectory (nm) | Excess over formula (%) |
|---:|---:|---:|
| 25 | 65.2 | 9.3 |
| 50 | 31.1 | 4.4 |
| 100 | 15.23 | 2.13 |
| 200 | 7.54 | 1.05 |
| 400 | 3.75 | 0.52 |

The excess now falls roughly as $1/K$. Between 800 and 1600 eV its ratio is 2.00.

Q: You say the floor both slows the ion and pushes it outward. Which effect makes the 2% excess at 100 eV?

A: Evaluate $D_2$. Let $u=h-s$ be the height above the floor. The trench is deep enough that $\sinh(\kappa s)/\sinh(\kappa h)$ may be replaced by $e^{-\kappa u}$, and the $u$ integrals may be extended to infinity. The neglected parts are exponentially small in $\kappa h$, which here is $\pi/0.4=7.85$.

On the axis $E_z=-\kappa V_fe^{-\kappa u}$ in this approximation. Two integrations in $s$ give $z_1\simeq-(V_f/\kappa)e^{-\kappa u}$. The ion is late by $V_f/\kappa$ at the floor, in units of $\varepsilon$. The late-arrival term is

$$-x_1'(h)z_1(h)\simeq\frac{2E_0}{k}\frac{V_f}{\kappa}.$$

Divided by $D_1=E_0h/k$ this is $2V_f/(\kappa h)$.

For the outward push, $\partial_xE_x=\kappa^2V_fe^{-\kappa u}$ on the axis. Since $\sin(ks)=\sin(\pi-ku)=\sin(ku)$, we also have

$$\frac{x_1}{D_1}=1-\frac uh-\frac{\sin(ku)}{\pi}.$$

The needed integrals are $\int_0^\infty ue^{-\kappa u}du=1/\kappa^2$, $\int_0^\infty u^2e^{-\kappa u}du=2/\kappa^3$ and

$$\int_0^\infty u\sin(ku)e^{-\kappa u}du=\frac{2k\kappa}{(\kappa^2+k^2)^2}.$$

With $r=k/\kappa=w/h$, the outward-push term divided by $D_1$ is

$$V_f\left[1-\frac{2}{\kappa h}-\frac{2r}{\pi(1+r^2)^2}\right].$$

The remaining term comes from $z_1\partial_zE_x$. Here $\partial_zE_x=kE_0\cos(ks)=-kE_0\cos(ku)$, so the two minus signs cancel. Using

$$\int_0^\infty u\cos(ku)e^{-\kappa u}du=\frac{\kappa^2-k^2}{(\kappa^2+k^2)^2},$$

and $\kappa h=\pi/r$, its contribution relative to $D_1$ is

$$V_f\frac{r^3(1-r^2)}{\pi(1+r^2)^2}.$$

For $r=0.4$, the three coefficients of $V_f$ are 0.255 for late arrival, 0.556 for the outward push and 0.013 for the changed depth. Their sum is 0.82. The relative excess is therefore

$$\frac{\varepsilon D_2}{D_1}\simeq0.82\,\frac{qV_f}{2K}.$$

At 100 eV this gives $0.82\times5/200=2.1\%$, in agreement with the trajectory at this precision. The outward push supplies about two thirds of the excess, and late arrival most of the rest. At 25 eV the same estimate gives 8.2%, against 9.3% from the trajectory, so terms beyond $D_2$ are visible there.

Q: All this is for an ion on the axis. What about one that enters nearer a wall?

A: Then the floor contributes already to $D_1$. For the walls, the factor $\cosh(kx_0)$ multiplies the axial result. For the floor, one integration by parts gives

$$\int_0^h(h-z)\sinh(\kappa z)\,dz=\frac{\sinh(\kappa h)}{\kappa^2}-\frac h\kappa .$$

Combining the two parts,

$$D_1=\frac{E_0h^2}{\pi}\cosh(kx_0)+V_f\sin(\kappa x_0)\left[\frac1\kappa-\frac{h}{\sinh(\kappa h)}\right].$$

At $x_0=50$ nm the first part is 3.020 V µm and the second 0.242 V µm. Their sum is 3.262 V µm, which agrees with direct quadrature. The corresponding trajectory differs from $\varepsilon D_1$ by 0.21% at 800 eV and by 0.11% at 1600 eV, relative to $\varepsilon D_1$. The error halves, as expected when $D_2$ is present.

Q: Does a shift of 15 nm say anything about microtrenching or oxide damage?

A: It says where ions land, which is one ingredient. Consider the charged walls alone at 100 eV. An ion entering just inside the left wall has the axial displacement multiplied by $\cosh(kw/2)=1.20$, or about 18 nm. If all ions enter straight down, then at leading order a strip of that width at the left foot receives no directly arriving ions. Real ions also have some sideways thermal motion. For $k_BT=0.05$ eV the mean kinetic energy of the $x$ motion is $k_BT/2$, so the entry slopes have an rms spread of $\sqrt{k_BT/2K}=\sqrt{0.05/200}=0.016$, which moves the landing points by about 16 nm over the depth of the trench. The strip then receives fewer ions but is not empty. For ions that enter within roughly ten nanometres of a wall, the image force left out of this model also matters. It pulls them back toward that wall and can make them strike it. The smooth field is also an average at this scale: a wall field near 11 V/µm corresponds to elementary charges some 20 to 40 nm apart, which adds a random scatter of the order of a nanometre or two to landing points near a wall. Ions that enter close to the right wall strike that wall before reaching the floor.

This field thus makes the bombardment lopsided, mainly by depleting the left foot. That asymmetry was put in by choosing opposite potentials on the two walls. A charge pattern symmetric about the axis, such as the floor potential alone, deflects ions equally toward both sides. Whether the right-hand corner is etched deeper depends on how ions reflect from the wall and how much material each impact removes. Electrical damage to an underlying oxide depends on the collected charge and the current through the oxide. Neither follows from $D$ alone.

Q: Then here is my last objection. Change the ion energy in a real process, and the surfaces may charge differently. Your field is no longer fixed.

A: In that case the inverse law cannot be applied with the old field. The equations of motion depend on the combination $qE/K$. If every potential in the trench rises in proportion to $K$, that combination is unchanged, and so is the whole path.

For the charged walls alone, an ion at 50 eV with $V_w=2$ V is displaced by 29.85 nm. An ion at 200 eV with $V_w=8$ V is displaced by the same 29.85 nm. Four times the energy has bought no reduction.

More generally, suppose the field keeps its shape while its strength varies as $K^p$. Then $D_1\propto K^p$, and the leading displacement varies as

$$D\propto K^{p-1}.$$

Fixed charging is the case $p=0$ and gives the inverse law. Proportional charging is $p=1$ and gives no energy dependence. To compare two steady states of an insulating trench, one must first find the surface potentials in each. The inverse law then tells how a given field deflects ions of different energies, provided the corrections in $D_2$ and beyond are small. The few-volt potentials used here are a weak-charging case. An insulating floor can charge to a sizeable fraction of $K/q$, and the expansion then fails and full trajectories are needed. The numerical output below gives the trajectory values tabulated here.

## Values computed for the example and the checks

```
trench depth: 1.0 um; width: 0.4 um
peak wall potential: 2.0 V; ion mass: 40 u
peak transverse field on axis: 9.3711 V/um
100 eV, formula displacement: 14.915 nm
100 eV, trajectory displacement: 14.917 nm
100 eV, formula slope: 0.02983 rad
100 eV, trajectory slope dx/dz: 0.02985
100 eV, slope as angle: 1.710 deg
100 eV, transit time: 45.53 ps
walls only: K (eV), trajectory D (nm), formula D (nm), error (%)
     10   151.860   149.146    1.8197
     25    59.824    59.658    0.2771
     50    29.850    29.829    0.0688
    100    14.917    14.915    0.0172
    200     7.458     7.457    0.0043
    400     3.729     3.729    0.0011
error ratio, 100 eV to 200 eV, walls only: 4.0017
floor potential in second table: 5.0 V
charged floor: K (eV), trajectory D (nm), excess over formula (%)
     25    65.224     9.329
     50    31.142     4.402
    100    15.232     2.131
    200     7.535     1.047
    400     3.748     0.519
error ratio, 800 eV to 1600 eV, charged floor: 2.0044
off-axis entry position: 50 nm
off-axis weighted field integral: 3.2619 V um
off-axis error at 800 eV: 0.2146 %
off-axis error at 1600 eV: 0.1072 %
off-axis error ratio: 2.0014
uniform field, 2 eV, trajectory D: 1.17139 um
uniform field, 2 eV, formula D: 1.17139 um
uniform field, 2 eV, slope dx/dz: 2.3428
D at 50 eV with 2 V walls: 29.850 nm
D at 200 eV with 8 V walls: 29.850 nm
```
